# Why surface core-level shifts change sign across a transition-metal series

## Definitions and conventions

The binding energy of a core electron in a metal is measured from the Fermi energy, $E_B=E_F-\varepsilon_c$, where $\varepsilon_c$ is the core level in the initial state, before the electron is removed. The surface core-level shift is

$$
\Delta_B=E_B^{\rm surface}-E_B^{\rm bulk}.
$$

A positive $\Delta_B$ means a more strongly bound core electron at the surface. On a kinetic-energy scale the sign is reversed.

Each atom has ten d states, counting spin, and holds $n$ d electrons; the filling is $f=n/10$. The centroids of the local d densities of states are $\varepsilon_b$ in the bulk and $\varepsilon_s$ in the surface layer, and the band widths are $W$ and $W_s$. The level shift is $\Delta\varepsilon=\varepsilon_s-\varepsilon_b$. Surface and bulk share one Fermi energy. The model leaves out sp electrons, magnetism, spin–orbit coupling and crystal-field splitting, and the hopping between nearest neighbours is the same at the surface as in the bulk.

## What happens

Surface core electrons tend to be more strongly bound than bulk ones early in a transition series and less strongly bound late in it, with shifts of roughly a few tenths of an eV. Losing neighbours does not by itself suggest a change of sign, because a surface atom loses them in every metal of the series. The sign comes from the way a narrower band must move to hold the same number of electrons. For a rectangular band the result is

$$
\Delta_B=(W-W_s)\left(\frac12-\frac{n}{10}\right). \tag{1}
$$

## Why the surface band is narrower

The width is set by the second moment of the local density of states about its centroid. For atom $i$, averaged over its five d orbitals $m$,

$$
\mu_2=\frac15\sum_m\langle im|(H-\varepsilon_i)^2|im\rangle
=\frac15\sum_{j}{\rm tr}\,(T_{ij}T_{ij}^{T}).
$$

The second form follows on inserting a complete set of orbitals between the two factors: $H-\varepsilon_i$ has no elements within atom $i$, so what remains is a hop to a neighbour $j$ and back, with hopping matrix $T_{ij}$. The levels of the neighbours do not enter.

With the quantization axis along the bond, $T_{ij}$ is diagonal, with elements $dd\sigma$ once, $dd\pi$ twice and $dd\delta$ twice. The trace does not depend on the axes, so each neighbour contributes equally:

$$
\mu_2=Z\beta^2,\qquad
\beta^2=\frac{dd\sigma^2+2\,dd\pi^2+2\,dd\delta^2}{5}.
$$

A rectangular band has

$$
\mu_2=\frac1W\int_{-W/2}^{W/2}x^2\,dx=\frac{W^2}{12},
$$

and equating the two expressions gives

$$
W=\beta\sqrt{12Z},\qquad \frac{W_s}{W}=\sqrt{\frac{Z_s}{Z}}. \tag{2}
$$

If a small fraction $x=(Z-Z_s)/Z$ of the neighbours is missing, $W-W_s=W(1-\sqrt{1-x})\approx Wx/2$.

## Why the level must move

The bulk density of states is $10/W$ between $\varepsilon_b-W/2$ and $\varepsilon_b+W/2$. Counting electrons up to the Fermi energy,

$$
n=\frac{10}{W}\left(E_F-\varepsilon_b+\frac W2\right)
\;\Rightarrow\;
E_F-\varepsilon_b=W\left(f-\frac12\right). \tag{3}
$$

Suppose first that the surface band narrows while its centroid stays at $\varepsilon_b$. Its charge changes by

$$
\delta n_0=10\left(\frac{E_F-\varepsilon_b}{W_s}+\frac12\right)-n
=10\left(f-\frac12\right)\left(\frac{W}{W_s}-1\right). \tag{4}
$$

Below half filling the Fermi energy lies under the centroid. Narrowing pulls the lower band edge up towards $E_F$, fewer states are occupied, and the atom loses electrons. Its potential becomes more attractive and its levels fall. Above half filling, narrowing brings more of the band below $E_F$. The atom gains electrons, which repel one another, and its levels rise. Equation (4) requires the unshifted surface band to be partly filled, $W|f-\tfrac12|<W_s/2$.

If the surface atom ends up neutral, the counting that gave (3) applies to it with $W_s$ in place of $W$:

$$
E_F-\varepsilon_s=W_s\left(f-\frac12\right).
$$

Subtracting this from (3) removes the common Fermi energy:

$$
\Delta\varepsilon=\varepsilon_s-\varepsilon_b=(W-W_s)\left(f-\frac12\right). \tag{5}
$$

The core level enters through one more assumption. A spherical shell of charge outside the core produces the same potential everywhere inside it, so a change in that charge moves all the levels inside together. The d electrons, however, form that shell rather than lying inside it, so they need not feel the same change of potential as the core, and the d shell is not wholly outside the core. Both facts make the equality $\Delta\varepsilon_c=\Delta\varepsilon$ an approximation. With it, $\Delta_B=-\Delta\varepsilon_c=-\Delta\varepsilon$, which is (1). If the core level followed the d level with some other positive factor, the size would change but not the sign.

As $n$ approaches 10, (5) tends to $(W-W_s)/2$, which aligns the upper edges of the two bands. At $n=10$ itself the argument fails: a full band stays full over a range of level positions, so d-band neutrality no longer fixes the level.

## How good is neutrality?

Let the level respond to the surface charge through an effective Coulomb energy $U>0$, so that $\Delta\varepsilon=U\,\delta n$. Raising the surface band by $\Delta\varepsilon$ empties $10\,\Delta\varepsilon/W_s$ states, hence

$$
\delta n=\delta n_0-\frac{10\,\Delta\varepsilon}{W_s}.
$$

Multiplying by $U$, inserting (4) and collecting the terms in $\Delta\varepsilon$ gives

$$
\Delta\varepsilon\left(1+\frac{10U}{W_s}\right)
=\frac{10U}{W_s}(W-W_s)\left(f-\frac12\right),
$$

$$
\Delta\varepsilon=\frac{10U/W_s}{1+10U/W_s}\,(W-W_s)\left(f-\frac12\right). \tag{6}
$$

This holds while the shifted surface band is partly filled. Neutrality is the limit $10U/W_s\gg1$. A smaller $U$ reduces the shift but cannot reverse it, since the prefactor is positive.

## The same result from the bond energy

The bond energy is the sum of occupied band energies measured from the centroid. With $x_F=W(f-\tfrac12)$,

$$
E_{\rm bond}=\frac{10}{W}\int_{-W/2}^{x_F}x\,dx
=5W\left[\left(f-\frac12\right)^2-\frac14\right]
=-\frac{W\,n(10-n)}{20}.
$$

The bond energy lost by a surface atom is therefore

$$
\gamma=E_{\rm bond}^{s}-E_{\rm bond}^{b}
=(W-W_s)\frac{n(10-n)}{20}, \tag{7}
$$

and differentiating at fixed widths gives

$$
\frac{d\gamma}{dn}=(W-W_s)\frac{10-2n}{20}=\Delta_B. \tag{8}
$$

The link between (7) and (8) does not need a rectangular band. For any fixed density of states, an added electron enters at the Fermi energy, so $dE_{\rm bond}/dn=E_F-\varepsilon_d$, with $\varepsilon_d$ the centroid. Taking the difference between a neutral surface atom and a bulk atom,

$$
\frac{d\gamma}{dn}=(E_F-\varepsilon_s)-(E_F-\varepsilon_b)=-\Delta\varepsilon .
$$

In the rectangular band, an extra electron below half filling enters a bonding state and increases the bond energy lost at the surface; above half filling it enters an antibonding state and reduces that loss, so the core-level shift vanishes where the loss is greatest. For other fixed band shapes the relation says only that the shift vanishes where $\gamma$ is stationary, which need not be at half filling.

The derivative is taken at fixed $W$ and $W_s$. It is not the slope of surface energies from one element to the next, where the widths change too, and $\gamma$ omits the repulsive part of the surface energy.

## Where the sign changes for other band shapes

Let the surface density of states be a copy of the bulk one, compressed about its centroid. The filling then fixes the ratio $u=(E_F-\varepsilon_d)/w$ of Fermi energy to width, the same for both bands. Thus $E_F-\varepsilon_b=Wu$ and $E_F-\varepsilon_s=W_su$, and

$$
\Delta\varepsilon=(W-W_s)u=\left(1-\frac{W_s}{W}\right)(E_F-\varepsilon_b). \tag{9}
$$

The sign changes when the Fermi energy passes the centroid. In a symmetric band this happens at $n=5$. For a density rising linearly from zero at the lower edge, the centroid lies two thirds of the way up. The fraction of states below it is $(2/3)^2=4/9$, so the crossing moves to $n=40/9\approx4.44$.

## How large: a model fcc(100) surface

Take $dd\sigma=-1.2$, $dd\pi=0.8$ and $dd\delta=-0.2$ eV, round model values that represent no particular metal. An fcc bulk atom has 12 nearest neighbours and a (100) surface atom has 8. Then

$$
\beta^2=\frac{1.44+2(0.64)+2(0.04)}{5}=0.56\ {\rm eV}^2,
$$

$$
W=\sqrt{12\times12\times0.56}=8.98\ {\rm eV},\qquad
W_s=\sqrt{12\times8\times0.56}=7.33\ {\rm eV}.
$$

The difference is 1.65 eV. At $n=2$, (1) gives $\Delta_B=1.65\times0.3=+0.49$ eV, and at $n=8$ it gives $-0.49$ eV. An fcc(111) surface atom keeps 9 neighbours, so $W-W_s=8.98\,(1-\sqrt{0.75})=1.20$ eV and the shift at $n=2$ falls to $+0.36$ eV. The more open surface has the larger shift.

At $n=3$ the neutral result is $+0.33$ eV. With $U=2$ eV, $10U/W_s=2.73$ and the factor in (6) is $2.73/3.73=0.73$, which reduces the shift to $+0.24$ eV. The surface atom then lacks 0.12 electron, compared with 0.45 if its level had not moved. Neutrality is a rough approximation at this $U$, but the sign is unaffected.

A slab calculation shows how much depends on the rectangular shape. It uses the same hoppings, all five d orbitals and seven layers, and adjusts the level of each layer until that layer is neutral. Its core-level shift is taken as minus the difference between the surface and central d levels. This gives $+0.67$ eV at $n=2$ and $-0.64$ eV at $n=8$. Over $n=1$ to 9 the root-mean-square difference from the rectangular formula is 0.13 eV. The values at $n=2$ and 8 move by at most 0.02 eV with a denser grid, 13 layers or a smaller broadening; with 13 layers other fillings move by up to about 0.05 eV and the root-mean-square difference becomes 0.12 eV. The trend is reproduced, but single values can be well off: at $n=2$ the slab shift exceeds the rectangular one by about a third of the latter.

Near half filling even the sign can differ. At $n=5$ the rectangle gives zero, while the slab gives a small negative shift, $-0.15$ eV with the grid, thickness and broadening used here. The sign is stable but the size is not: 13 layers give $-0.11$ eV, and a broadening of 0.04 eV in place of 0.1 eV gives $-0.18$ eV. The slab's shift changes sign between $n=4$ and $n=5$, and its Fermi energy passes the centroid of the central layer in the same interval, at $n\approx4.7$. The displacement from $n=5$ has the direction that (9) predicts, but (9) is not shown to be its cause: the slab's surface density of states is not a compressed copy of the bulk one, and most of the shift at $n=5$ survives when the narrowing is removed, as described below. The interpolated crossing in the numerical output, $n=4.50$, comes from a straight line between two integer fillings. The shift is not linear there; fillings in steps of 0.25 place the crossing at about $n=4.6$ to 4.7, depending on slab thickness.

## Is narrowing really the cause?

The slab allows the surface to be kept while the narrowing is removed. A (100) surface atom has four neighbours in its own layer and four in the layer below. Multiplying the in-plane surface hoppings by $\sqrt2$ doubles their contribution to the second moment, so the total becomes $4\times2+4=12$ in units of $\beta^2$, the bulk value.

The shifts then fall to $+0.14$ eV at $n=2$ and $-0.12$ eV at $n=8$. The difference between the two fillings drops from 1.31 to 0.26 eV, a reduction of about 80 per cent. In this model most of the shift well away from half filling therefore comes from the narrowing. Near half filling this is less so: without narrowing the shift is still $-0.12$ eV at $n=5$ and $-0.16$ eV at $n=6$, against $-0.15$ and $-0.35$ eV with it. What remains is due to band shape: at a given filling, a neutral layer's level relative to $E_F$ is fixed by the shape of its density about the centroid, and equal second moments do not make two shapes equal.

The charges without a level shift also have the predicted signs. With every layer held at the level of the central layer, the slab's surface atom loses 0.83 electron at $n=2$ (about 0.80 with the level of the infinite crystal) and gains 0.93 at $n=8$. Equation (4) gives 0.67 in both cases.

## What the core hole changes

Photoemission measures a difference of total energies, which includes the screening of the core hole. If the hole is fully screened by one extra d electron, the ionized atom resembles an atom of the next element. Replacing the surface–bulk energy difference of such an impurity by the difference between two pure-metal costs gives

$$
\Delta_B^{\rm final}\approx\gamma(n+1)-\gamma(n)
=\frac{W-W_s}{20}\left[(n+1)(9-n)-n(10-n)\right]
=(W-W_s)\frac{9-2n}{20}. \tag{10}
$$

This is an estimate: it keeps the widths fixed and treats a single impurity as though it were a whole metal. Compared with (1), it lowers every shift by $(W-W_s)/20$, here 0.08 eV, and moves the zero from $n=5$ to $n=4.5$. The slab's crossing also lies below $n=5$, but the slab contains no core hole. Its displacement comes from band structure and is no evidence for (10).

## What to do in practice

- **Assigning peaks.** For a clean, non-magnetic transition-metal surface well away from half filling, (1) gives a first guess at the sign and rough size. It leaves out core-hole screening and sp electrons, so it does not replace a calculation for the metal in question. Within about one electron of half filling, the sign needs a calculation with the actual surface and bulk densities of states.
- **Comparing faces.** For one metal, the neutral rectangular model makes the shift proportional to $1-\sqrt{Z_s/Z}$. Band shape alone can change this ratio, so a departure from it is not by itself evidence of relaxation, core-hole screening or other missing physics.
- **Allowing for relaxation.** If all bonds of a surface atom strengthen so that $\beta$ becomes $\beta_s$, then $W_s/W=(\beta_s/\beta)\sqrt{Z_s/Z}$. In the rectangular model the shift then shrinks, and it vanishes at $\beta_s/\beta=\sqrt{Z/Z_s}$, which is 1.22 for fcc(100). With other band shapes a remainder can survive even when the second moments are equal, as in the slab without narrowing.
- **Reading a slab calculation.** Compare the core-level shift with the shift of the d centroid. If they differ markedly, the assumption of a common potential shift has failed. Core-hole screening needs a separate total-energy calculation.

The full set of shifts is listed in the numerical output below.

## Values computed for the example and the checks

```
ddsigma, ddpi, dddelta = -1.20, 0.80, -0.20 eV
neighbours: bulk 12, surface 8
rms hopping beta = 0.7483 eV
bulk width W = 8.980 eV
surface width Ws = 7.332 eV
Ws/W = 0.8165;  W - Ws = 1.648 eV
Rectangular band: n, binding shift (eV), surface cost (eV/atom)
  1  +0.659  0.742
  2  +0.494  1.318
  3  +0.330  1.730
  4  +0.165  1.977
  5  +0.000  2.060
  6  -0.165  1.977
  7  -0.330  1.730
  8  -0.494  1.318
  9  -0.659  0.742
n=3, no level shift: surface charge gain = -0.449 electrons
U = 2.0 eV: 10U/Ws = 2.728, factor = 0.732
n=3, that U: binding shift = +0.241 eV
n=3, that U: remaining charge gain = -0.121 electrons
zero of shift, linearly rising band: n = 4.444
zero of shift, extra-electron estimate: n = 4.500
Slab: 7 layers, 14x14 k grid, kT = 0.1 eV
second moment: centre 6.720, surface 4.480 eV^2
Slab: n, binding shift (eV), slab minus rectangle (eV)
  1  +0.724  +0.065
  2  +0.668  +0.173
  3  +0.504  +0.174
  4  +0.152  -0.013
  5  -0.153  -0.153
  6  -0.354  -0.189
  7  -0.438  -0.108
  8  -0.644  -0.150
  9  -0.683  -0.024
rms difference = 0.133 eV; correlation = 0.983
slab zero crossings (interpolated): n = 4.50
slab Fermi energy at central-layer centroid: n = 4.70
slab n=2, no level shift: surface charge gain = -0.834 electrons
slab n=8, no level shift: surface charge gain = +0.925 electrons
control n=2, narrowing removed: binding shift = +0.140 eV
control n=8, narrowing removed: binding shift = -0.115 eV
shift(n=2) - shift(n=8): slab 1.312 eV, control 0.256 eV
```
